# Why some solutes accumulate at the hot end of a bar: a numerical check

```python
"""Thermomigration of a dilute interstitial solute in a closed bar.
Result under test: J = -D [dc/dx + c Q/(k T^2) dT/dx], so at zero flux
d ln c/dT = -Q/(k T^2); constant Q < 0 gives accumulation at the hot end.
c: concentration, D: diffusivity, Q: reduced heat of transport, T: temperature.
A hop draws energies H1, H2, H3 at its initial site, midpoint and final site;
the claim is Q = H1 - H3 and D = D0 exp[-(H1+H2+H3)/(k T)].
Profiles are obtained independently by evolving an initially uniform solution.
All material parameters are round model values in SI units.
"""
import numpy as np
from scipy.constants import k
from scipy.integrate import quad
from scipy.linalg import expm

length = 1.0e-3
T_cold, T_hot = 600.0, 900.0
gradient = (T_hot - T_cold) / length
D0 = 1.0e-7
barrier = 8.0e-20
solutes = {
    "A": (5.0e-20, 2.0e-20, 1.0e-20),
    "B": (3.0e-20, 2.0e-20, 3.0e-20),
    "C": (1.0e-20, 2.0e-20, 5.0e-20),
}
cells = 120


def temperature(x):
    return T_cold + gradient * x


def diffusivity(T):
    return D0 * np.exp(-barrier / (k * T))


def hop_rate(shares, T_start, T_middle, T_end, spacing):
    h1, h2, h3 = shares
    exponent = h1 / T_start + h2 / T_middle + h3 / T_end
    return D0 / spacing**2 * np.exp(-exponent / k)


def centres(n):
    return temperature((np.arange(n) + 0.5) * length / n)


def hopping_matrix(shares, n):
    """Master equation dc/dt = W c with closed ends."""
    T = centres(n)
    W = np.zeros((n, n))
    for i in range(n - 1):
        middle = 0.5 * (T[i] + T[i + 1])
        forward = hop_rate(shares, T[i], middle, T[i + 1], length / n)
        backward = hop_rate(shares, T[i + 1], middle, T[i], length / n)
        W[i, i] -= forward
        W[i + 1, i] += forward
        W[i + 1, i + 1] -= backward
        W[i, i + 1] += backward
    return W


def transport_matrix(heat_function, n):
    """Finite-volume form of the continuum flux law with closed ends."""
    T = centres(n)
    h = length / n
    W = np.zeros((n, n))
    for i in range(n - 1):
        Tf = 0.5 * (T[i] + T[i + 1])
        bias = heat_function(Tf) * gradient / (k * Tf**2)
        left = diffusivity(Tf) * (1 / h - bias / 2)
        right = -diffusivity(Tf) * (1 / h + bias / 2)
        W[i, i] -= left / h
        W[i, i + 1] -= right / h
        W[i + 1, i] += left / h
        W[i + 1, i + 1] += right / h
    return W


def relaxation_time(W):
    rates = np.sort(-np.linalg.eigvals(W).real)
    return 1 / rates[1]


def late_profile(W):
    """Start from c/c0 = 1 and wait 25 relaxation times."""
    return expm(W * (25 * relaxation_time(W))) @ np.ones(len(W))


def normalised(log_profile):
    """Return c/c0 as a function of T, with the number of atoms conserved."""
    reference = log_profile(T_cold)
    total = quad(lambda x: np.exp(log_profile(temperature(x)) - reference),
                 0, length, epsabs=1e-15, epsrel=1e-11)[0]
    return lambda T: np.exp(log_profile(T) - reference) * length / total


# Hopping flux approaches the continuum flux with second-order error.
def trial_concentration(x):
    return 1 + 0.3 * np.cos(3 * x / length)


x_test = 0.4 * length
T_test = temperature(x_test)
slope = -0.9 / length * np.sin(3 * x_test / length)
for shares in solutes.values():
    Q = shares[0] - shares[2]
    expected = -diffusivity(T_test) * (
        slope + trial_concentration(x_test) * Q * gradient / (k * T_test**2))
    errors = []
    for a in (2.0e-5, 1.0e-5):
        x1, x2 = x_test - a / 2, x_test + a / 2
        T1, T2 = temperature(x1), temperature(x2)
        flux = a * (trial_concentration(x1) * hop_rate(shares, T1, T_test, T2, a)
                    - trial_concentration(x2) * hop_rate(shares, T2, T_test, T1, a))
        errors.append(abs(flux - expected))
    assert errors[1] < 2e-3 * abs(expected)
    assert 3.8 < errors[0] / errors[1] < 4.2

# Heat ledger of one hop: entropy given to the lattice fixes the rate ratio.
for shares in solutes.values():
    local_T = np.array([700.0, 705.0, 710.0])
    taken = np.array(shares)
    released = taken[::-1]
    entropy = np.sum((released - taken) / local_T)
    ratio = (hop_rate(shares, *local_T, 1e-9)
             / hop_rate(shares, *local_T[::-1], 1e-9))
    assert np.isclose(k * np.log(ratio), entropy, rtol=1e-9, atol=1e-32)

# Constant heats of transport: evolved hopping profiles against the formula.
T_cells = centres(cells)
constant_results = {}
for name, shares in solutes.items():
    Q = shares[0] - shares[2]
    W = hopping_matrix(shares, cells)
    tau = relaxation_time(W)
    assert np.isclose(tau, relaxation_time(hopping_matrix(shares, 60)), rtol=0.01)
    profile = normalised(lambda T, Q=Q: Q / (k * T))
    evolved = late_profile(W)
    assert np.allclose(evolved, profile(T_cells), rtol=2e-4)
    constant_results[name] = (Q, profile(T_cold), profile(T_hot), tau)
    if name == "A":
        assert evolved[0] > 1 > evolved[-1]
    if name == "B":
        assert np.max(np.abs(W @ np.ones(cells))) < 1e-12 * np.max(np.abs(W))
        assert length**2 / (np.pi**2 * diffusivity(T_hot)) < tau
        assert tau < length**2 / (np.pi**2 * diffusivity(T_cold))
    if name == "C":
        assert evolved[-1] > 1 > evolved[0]

# Limiting cases: all activation energy from the initial or the final site.
D_cells = diffusivity(T_cells)
origin_only = late_profile(hopping_matrix((barrier, 0, 0), cells))
target_only = late_profile(hopping_matrix((0, 0, barrier), cells))
product = origin_only * D_cells
quotient = target_only / D_cells
assert np.allclose(product / product[0], 1, rtol=1e-6)
assert np.allclose(quotient / quotient[0], 1, rtol=1e-6)

# Heat of transport that changes sign with temperature.
T_zero = 800.0
variable_results = {}
for name, s in (("E", 2.0e-22), ("F", -2.0e-22)):
    def heat(T, s=s):
        return s * (T - T_zero)

    profile = normalised(lambda T, s=s: -s / k * (np.log(T) + T_zero / T))
    evolved = late_profile(transport_matrix(heat, cells))
    assert np.allclose(evolved, profile(T_cells), rtol=5e-4)
    extreme = np.argmax(evolved) if s > 0 else np.argmin(evolved)
    assert abs(T_cells[extreme] - T_zero) <= (T_hot - T_cold) / cells
    inverse_span = 1 / T_cold - 1 / T_hot
    average = quad(lambda u: heat(1 / u), 1 / T_hot, 1 / T_cold,
                   epsabs=1e-32, epsrel=1e-10)[0] / inverse_span
    end_ratio = profile(T_hot) / profile(T_cold)
    assert np.isclose(np.log(end_ratio), -average * inverse_span / k, rtol=1e-7)
    assert (evolved[-1] > evolved[0]) == (average < 0)
    variable_results[name] = (s, heat(T_cold), heat(T_hot), average,
                              profile(T_cold), profile(T_zero), profile(T_hot))

T_mid = 0.5 * (T_cold + T_hot)
print(f"Bar length: {length:.1e} m")
print(f"End temperatures: {T_cold:.0f} K and {T_hot:.0f} K")
print(f"Temperature gradient: {gradient:.1e} K/m")
print(f"Diffusivity prefactor D0: {D0:.1e} m^2/s")
print(f"Activation energy: {barrier:.1e} J")
print(f"Boltzmann constant: {k:.6e} J/K")
print(f"D at cold end: {diffusivity(T_cold):.3e} m^2/s")
print(f"D at {T_mid:.0f} K: {diffusivity(T_mid):.3e} m^2/s")
print(f"D at hot end: {diffusivity(T_hot):.3e} m^2/s")
print(f"D hot/cold ratio: {diffusivity(T_hot) / diffusivity(T_cold):.2f} (no unit)")
for name, (Q, cold, hot, tau) in constant_results.items():
    h1, h2, h3 = solutes[name]
    velocity = -diffusivity(T_mid) * Q * gradient / (k * T_mid**2)
    print(f"{name}: H1, H2, H3 = {h1:.1e}, {h2:.1e}, {h3:.1e} J")
    print(f"{name}: heat of transport = {Q:.1e} J")
    print(f"{name}: drift velocity at {T_mid:.0f} K = {velocity + 0.0:.3e} m/s")
    print(f"{name}: c/c0 cold, hot = {cold:.4f}, {hot:.4f} (no unit)")
    print(f"{name}: c_hot/c_cold = {hot / cold:.4f} (no unit)")
    print(f"{name}: relaxation time = {tau:.2e} s")
print(f"Initial-site energy only: c_hot/c_cold = "
      f"{diffusivity(T_cold) / diffusivity(T_hot):.4f} (no unit)")
print(f"Final-site energy only: c_hot/c_cold = "
      f"{diffusivity(T_hot) / diffusivity(T_cold):.2f} (no unit)")
print(f"E and F: heat of transport vanishes at {T_zero:.0f} K")
for name, (s, q_cold, q_hot, average, cold, middle, hot) in variable_results.items():
    print(f"{name}: slope of heat of transport = {s:.1e} J/K")
    print(f"{name}: heat of transport cold, hot = {q_cold:.1e}, {q_hot:.1e} J")
    print(f"{name}: average over 1/T = {average:.3e} J")
    print(f"{name}: c/c0 cold, {T_zero:.0f} K, hot = "
          f"{cold:.4f}, {middle:.4f}, {hot:.4f} (no unit)")
    print(f"{name}: c_hot/c_cold = {hot / cold:.4f} (no unit)")
print("every check passed")
```

Running it gives:

```
Bar length: 1.0e-03 m
End temperatures: 600 K and 900 K
Temperature gradient: 3.0e+05 K/m
Diffusivity prefactor D0: 1.0e-07 m^2/s
Activation energy: 8.0e-20 J
Boltzmann constant: 1.380649e-23 J/K
D at cold end: 6.396e-12 m^2/s
D at 750 K: 4.413e-11 m^2/s
D at hot end: 1.599e-10 m^2/s
D hot/cold ratio: 25.01 (no unit)
A: H1, H2, H3 = 5.0e-20, 2.0e-20, 1.0e-20 J
A: heat of transport = 4.0e-20 J
A: drift velocity at 750 K = -6.818e-08 m/s
A: c/c0 cold, hot = 2.2367, 0.4473 (no unit)
A: c_hot/c_cold = 0.2000 (no unit)
A: relaxation time = 3.17e+03 s
B: H1, H2, H3 = 3.0e-20, 2.0e-20, 3.0e-20 J
B: heat of transport = 0.0e+00 J
B: drift velocity at 750 K = 0.000e+00 m/s
B: c/c0 cold, hot = 1.0000, 1.0000 (no unit)
B: c_hot/c_cold = 1.0000 (no unit)
B: relaxation time = 3.17e+03 s
C: H1, H2, H3 = 1.0e-20, 2.0e-20, 5.0e-20 J
C: heat of transport = -4.0e-20 J
C: drift velocity at 750 K = 6.818e-08 m/s
C: c/c0 cold, hot = 0.3634, 1.8172 (no unit)
C: c_hot/c_cold = 5.0006 (no unit)
C: relaxation time = 2.82e+03 s
Initial-site energy only: c_hot/c_cold = 0.0400 (no unit)
Final-site energy only: c_hot/c_cold = 25.01 (no unit)
E and F: heat of transport vanishes at 800 K
E: slope of heat of transport = 2.0e-22 J/K
E: heat of transport cold, hot = -4.0e-20, 2.0e-20 J
E: average over 1/T = -1.403e-20 J
E: c/c0 cold, 800 K, hot = 0.5878, 1.1387, 1.0338 (no unit)
E: c_hot/c_cold = 1.7588 (no unit)
F: slope of heat of transport = -2.0e-22 J/K
F: heat of transport cold, hot = 4.0e-20, -2.0e-20 J
F: average over 1/T = 1.403e-20 J
F: c/c0 cold, 800 K, hot = 1.6494, 0.8514, 0.9378 (no unit)
F: c_hot/c_cold = 0.5686 (no unit)
every check passed
```
